# HEMT access impedances from cold bias and their effect on intrinsic uncertainty

A high-electron-mobility transistor (HEMT) is measured at its metal terminals, but its transconductance and capacitances belong to the region under the gate. Between the two lie contacts, ungated channel, gate metal and leads. At operating bias the source resistance feeds output current back into the input voltage, so an error in that resistance becomes an error in the inferred transconductance. At zero drain voltage, the "cold" bias, the transistor has no gain and acts as a passive network. How well does that network fix the access elements, and what uncertainty do they pass on?

## Three gate voltages by hand

Each terminal $k=g,s,d$ has a series branch $z_k=R_k+i\omega L_k$, with time dependence $e^{i\omega t}$. Port 1 is the gate, port 2 the drain, and the source is common. Pad shunts have been removed, gate leakage is neglected, and the channel under the gate is uniform, with resistance $R_c$ and gate capacitance $C_g$.

Consider low frequency, and let $s$ run from 0 at the source to 1 at the drain.

- A drain current $I_2$ with the gate open gives the channel potential $I_2R_cs$. The gate carries no net charge, so it sits at the mean channel potential $I_2R_c/2$. The channel thus adds $R_c$ to $Z_{22}$ and $R_c/2$ to $Z_{12}$.
- A gate current $I_1$ with the drain open charges the channel evenly. The current passing $s$ on its way to the source is $I_1(1-s)$, so the potential is $I_1R_c(s-s^2/2)$. Its end value is $I_1R_c/2$ and its mean is $I_1R_c(1/2-1/6)=I_1R_c/3$. The gate voltage is this mean plus the capacitor voltage.

The real parts are therefore

$$R_{11}=R_g+R_s+\frac{R_c}{3},\quad R_{12}=R_s+\frac{R_c}{2},\quad R_{22}=R_s+R_d+R_c .$$

These are three equations for four unknowns. Raise $R_c$ by $\delta$, lower $R_s$ and $R_d$ by $\delta/2$ each, and raise $R_g$ by $\delta/6$. The changes are $\delta/6-\delta/2+\delta/3=0$, then $-\delta/2+\delta/2=0$, then $-\delta/2-\delta/2+\delta=0$. One cold bias cannot separate access from channel resistance in this limit.

More gate voltages help if the channel follows a known law. With sheet charge proportional to the gate voltage above threshold and constant mobility $\mu$,

$$R_c=\frac{K}{V-V_t},\qquad K=\frac{\ell^2}{\mu C_g},$$

where $\ell$ is the gate length.

Take a device with $R_g=1.0$, $R_s=1.2$, $R_d=2.0$ ohm, $K=0.991$ ohm V and $V_t=-3$ V. At $V_a=-2.6$, $V_b=-1.8$ and $V_c=0$ V, the noiseless values of $R_{22}$ are 5.677, 4.026 and 3.530 ohm. Now pretend that only the impedances are known. Since

$$R_{22}^a-R_{22}^b=\frac{K(V_b-V_a)}{(V_a-V_t)(V_b-V_t)},$$

and likewise for $b,c$, dividing the two differences removes $K$ and the factor $V_b-V_t$:

$$Q\equiv\frac{R_{22}^a-R_{22}^b}{R_{22}^b-R_{22}^c}\,\frac{V_c-V_b}{V_b-V_a}=\frac{V_c-V_t}{V_a-V_t},\qquad V_t=\frac{QV_a-V_c}{Q-1}.$$

Here $Q=(1.651/0.496)(1.8/0.8)=7.49$, so $V_t=-19.47/6.49=-3.00$ V. Next, $K=1.651/(2.5000-0.8333)=0.991$ ohm V, and the channel resistance at $V_a$ is 2.477 ohm. There $R_{12}=2.438$ and $R_{11}=3.026$ ohm, so

$$R_s=2.438-1.238=1.20,\quad R_d=5.677-2.438-1.238=2.00,$$
$$R_g=R_{11}-R_{12}+R_c/6=3.026-2.438+0.413=1.00\ \text{ohm}.$$

For these low-frequency resistances, three voltages are also necessary when $V_t$ is unknown. A false solution needs $K'/(V-V_t')=K/(V-V_t)+\delta$ at every measured voltage. Multiplying out gives

$$\delta(V-V_t)(V-V_t')+K(V-V_t')-K'(V-V_t)=0 .$$

For $\delta\ne0$ this is a quadratic in $V$ with at most two roots, so three distinct voltages exclude it. With two voltages, $K'$ and $V_t'$ can be adjusted to any small common shift. Numerically, the smallest singular value of the low-frequency resistance problem, relative to the largest, is $2.9\times10^{-9}$ for two voltages (zero but for rounding) and $0.028$ for three. If $V_t$ is known beforehand, two voltages suffice, because a constant $\delta$ cannot be proportional to $1/(V-V_t)$ at both.

## The channel at finite frequency

Inductances require high frequencies, where the channel is a distributed line. Let $u(x)$ be the channel potential relative to the gate, $J$ the current toward the drain, and $r=R_c/\ell$, $c=C_g/\ell$. Ohm's law and charge conservation are $J=-u'/r$ and $J'=-i\omega cu$, hence

$$u''=\kappa^2u,\qquad \kappa=\theta/\ell,\qquad \theta^2=i\omega R_cC_g .$$

**Drain open.** $J(\ell)=0$ and $u(0)=-V_1$ give $u=-V_1\cosh[\kappa(\ell-x)]/\cosh\theta$. The gate current leaves through the source, so $J(0)=-I_1$, which gives $I_1=V_1\kappa\tanh\theta/r$. Also $V_2=V_1+u(\ell)=V_1(1-1/\cosh\theta)$. With $r/\kappa=R_c/\theta$,

$$Z_{11}=\frac{R_c\coth\theta}{\theta},\qquad Z_{21}=\frac{R_c}{\theta}\,\frac{\cosh\theta-1}{\sinh\theta}=\frac{R_c}{\theta}\tanh\frac{\theta}{2}.$$

**Gate open.** The same current crosses both ends, $u'(0)=u'(\ell)=rI_2$, which selects the solution odd about the middle, $u=B\sinh[\kappa(x-\ell/2)]$ with $B\kappa\cosh(\theta/2)=rI_2$. Then $V_2=u(\ell)-u(0)=2B\sinh(\theta/2)$ and $V_1=-u(0)=V_2/2$. So $Z_{12}=Z_{21}$ and $Z_{22}=2Z_{12}$.

Using $\coth\theta\approx1/\theta+\theta/3-\theta^3/45$ and $\tanh(\theta/2)\approx\theta/2-\theta^3/24$,

$$Z_{11}\approx\frac{1}{i\omega C_g}+\frac{R_c}{3}-\frac{i\omega R_c^2C_g}{45},\qquad Z_{12}\approx\frac{R_c}{2}-\frac{i\omega R_c^2C_g}{24}.$$

The resistive fractions found by hand return, with small negative apparent inductances. At $V=-2.6$ V, with $C_g=0.42$ pF, the one in $Z_{12}$ is $-0.11$ pH. The access branches add $z_g+z_s$ to $Z_{11}$, $z_s$ to $Z_{12}$ and $Z_{21}$, and $z_d+z_s$ to $Z_{22}$.

## The general extraction

The unknowns form the vector $p=(R_g,R_s,R_d,L_g,L_s,L_d,K,V_t,C_g)$.

1. Average the real parts over frequency and obtain $V_t$ from three voltages as above. Fit a straight line of $R_{22}$ against $1/(V-V_t)$ for $K$, then subtract the channel fractions to get the resistances.
2. Neglect the small line inductances for a start. Then $\mathrm{Im}\,Z_{12}/\omega$ gives $L_s$, $\mathrm{Im}(Z_{22}-Z_{12})/\omega$ gives $L_d$, and the straight line $\omega\,\mathrm{Im}\,Z_{11}=-1/C_g+\omega^2(L_g+L_s)$ gives $C_g$ and $L_g$.
3. Refine all nine unknowns together with the full line formulas.

The refinement needs the right weights. An analyser measures scattering parameters, $S=1-2Z_0(Z+Z_0)^{-1}$, where $Z_0$ multiplies the unit matrix. Differentiating the inverse gives $dS=2Z_0(Z+Z_0)^{-1}dZ(Z+Z_0)^{-1}$, so

$$dZ=\frac{(Z+Z_0)\,dS\,(Z+Z_0)}{2Z_0}.$$

Equal errors in $S$ are unequal errors in $Z$: they grow where the gate capacitance makes $Z_{11}$ large. Therefore compare measured and modelled $S$. Stack the real and imaginary differences in a vector $\rho$, let $J$ now denote the matrix of derivatives of the modelled $S$ with respect to $p$, and iterate

$$p\leftarrow p+(J^TJ)^{-1}J^T\rho .$$

Near the solution, noise $n$ displaces the estimate by $(J^TJ)^{-1}J^Tn$. If the components of $n$ are independent with standard deviation $\sigma$, the covariance is

$$C=(J^TJ)^{-1}J^T(\sigma^2\mathbf 1)J(J^TJ)^{-1}=\sigma^2(J^TJ)^{-1}.$$

## From access errors to intrinsic errors

At operating bias, subtract the access matrix and invert: $Y=(Z-Z_{acc})^{-1}$. The intrinsic circuit has $C_{gs}$ in series with $R_i$, a feedback capacitance $C_{gd}$, an output branch $g_{ds}+i\omega C_{ds}$, and a current source $g_me^{-i\omega\tau}$ controlled by the voltage across $C_{gs}$:

$$\frac{1}{Y_{11}+Y_{12}}=R_i+\frac{1}{i\omega C_{gs}},\quad Y_{12}=-i\omega C_{gd},\quad Y_{22}+Y_{12}=g_{ds}+i\omega C_{ds},$$
$$Y_{21}-Y_{12}=\frac{g_me^{-i\omega\tau}}{1+i\omega R_iC_{gs}} .$$

These relations give all seven elements at one frequency. For fixed measured $Z$, an error $E=\delta Z_{acc}$ causes $\delta Y=YEY$, where $E_{11}=\delta z_g+\delta z_s$, $E_{12}=E_{21}=\delta z_s$ and $E_{22}=\delta z_d+\delta z_s$.

**Resistance errors at low frequency.** The first row of $Y$ is of order $\omega$, and the second tends to $(g_m,g_{ds})$. Hence $\delta Y_{21}=(g_mE_{12}+g_{ds}E_{22})g_m$, or

$$\delta g_m=g_m(g_m+g_{ds})\delta R_s+g_mg_{ds}\delta R_d .$$

The changes in $Y_{12}$ and in $1+i\omega R_iC_{gs}$ are imaginary and of order $\omega$, so they do not alter the modulus $g_m$ at this order. For the first row,

$$\delta Y_{11}=g_m\,i\omega[(C_{gs}+C_{gd})\delta R_s-C_{gd}(\delta R_s+\delta R_d)]=i\omega g_m(C_{gs}\delta R_s-C_{gd}\delta R_d).$$

$\delta Y_{12}$ is the same with $g_{ds}$ in place of $g_m$. Adding them gives $\delta C_{gs}$, and the sign in $Y_{12}=-i\omega C_{gd}$ gives $\delta C_{gd}$:

$$\delta C_{gs}=(g_m+g_{ds})(C_{gs}\delta R_s-C_{gd}\delta R_d),\quad \delta C_{gd}=-g_{ds}(C_{gs}\delta R_s-C_{gd}\delta R_d).$$

**Inductance errors.** Replacing $\delta R$ by $i\omega\delta L$ makes the change in $y=Y_{11}+Y_{12}$ real: $\delta y=-\omega^2(g_m+g_{ds})(C_{gs}\delta L_s-C_{gd}\delta L_d)$. Since $\delta(1/y)=-\delta y/y^2$ and $y^2\approx-\omega^2C_{gs}^2$, the error appears in $R_i$:

$$\delta R_i=-(g_m+g_{ds})\left(\frac{\delta L_s}{C_{gs}}-\frac{C_{gd}\,\delta L_d}{C_{gs}^2}\right).$$

The capacitance changes at the next order. Let $\Sigma$ be the sum of all four entries of $Y$. A source error alone gives $\delta y=\delta z_s\,y\Sigma$, hence $\delta(1/y)=-\delta z_s\Sigma/y$. To first order in $\omega$,

$$\Sigma\approx g_m+g_{ds}+i\omega(C_{gs}+C_{ds}-g_m\tau-g_mR_iC_{gs}).$$

With $\delta z_s=i\omega\delta L_s$, this becomes $\delta(1/y)=-\delta L_s\Sigma(1/C_{gs}+i\omega R_i)$. Because $\mathrm{Im}(1/y)=-1/(\omega C_{gs})$, the imaginary part equals $\delta C_{gs}/(\omega C_{gs}^2)$, and

$$\frac{\delta C_{gs}}{C_{gs}}=-\omega^2\left(C_{gs}+C_{ds}-g_m\tau+g_{ds}R_iC_{gs}\right)\delta L_s .$$

**A ratio that ignores the source.** Let $\tilde Z=Z-Z_{acc}$ with determinant $D$. Inverting a two-by-two matrix gives $Y_{21}-Y_{12}=-(\tilde Z_{21}-\tilde Z_{12})/D$ and $Y_{11}+Y_{12}=(\tilde Z_{22}-\tilde Z_{12})/D$. By the circuit relations their quotient is $g_me^{-i\omega\tau}/(i\omega C_{gs})$, so

$$\frac{g_me^{-i\omega\tau}}{C_{gs}}=-i\omega\,\frac{\tilde Z_{21}-\tilde Z_{12}}{\tilde Z_{22}-\tilde Z_{12}} .$$

A source impedance enters all entries equally and cancels in both differences; the gate impedance enters only $\tilde Z_{11}$, which is absent. Within this circuit, $g_m/C_{gs}$ and $\tau$ are thus untouched by gate and source errors at any frequency. Only the drain branch matters. A source error shifts $g_m$ and $C_{gs}$ by the same fraction.

For the complete propagation, collect the derivatives of the intrinsic quantities with respect to $p$ in $G$. Their covariance is $GCG^T$, to first order in the errors.

## A gallium nitride example

The device has a 250 nm by 400 µm gate and a 20 nm barrier, with $L_g,L_s,L_d=40,3,35$ pH. The simulated cold data cover five gate voltages from $-2.6$ to 0 V and twenty frequencies from 2 to 40 GHz. Each real component of $S$ has noise 0.002, equivalent to 0.05 ohm near a short circuit.

One noisy data set gives $R_s=1.200\pm0.009$ ohm, $R_d=2.016\pm0.011$ ohm and $L_s=2.997\pm0.028$ pH. The closed-form start had $L_d=35.40$ pH; refinement gives $35.05\pm0.05$ pH. Not knowing the threshold is costly: with $V_t$ known, the uncertainty of $R_s$ would be 0.006 ohm.

The intrinsic elements, extracted at 10 GHz, are $g_m=140$ mS, $g_{ds}=6$ mS, $C_{gs}=450$ fF, $C_{gd}=45$ fF, $C_{ds}=100$ fF, $R_i=0.5$ ohm and $\tau=1$ ps. The low-frequency formula gives $\partial g_m/\partial R_s=0.140\times0.146$ S² $=20.4$ mS/ohm, and the value at 10 GHz is also 20.4. The drain derivative is 0.84 mS/ohm. With the $R_s$–$R_d$ correlation of 0.48, the two resistances alone give

$$\sigma_{g_m}\approx\sqrt{0.192^2+0.009^2+2(0.48)(0.192)(0.009)}\approx0.20\ \text{mS}.$$

The full covariance also gives 0.20 mS, and 0.58 fF for $C_{gs}$. Repeating the noisy cold extraction 400 times gives spreads of 0.20 mS and 0.59 fF.

These are relative uncertainties of 0.14% and 0.13%, with correlation 0.99. Treated as independent, they would imply 0.19% for $g_m/C_{gs}$; the actual figure is 0.023%. The source inductance hardly matters for $g_m$: its derivative is $-0.23$ mS/pH, so 0.028 pH contributes 0.006 mS. It does matter for $R_i$, where $-0.32$ ohm/pH gives 0.009 ohm. The errors of $R_g$ and $R_s$ each give about the same, and with their correlations the total is 0.013 ohm.

So far the operating-bias data were noiseless. The same analyser noise in a single 10 GHz measurement by itself gives standard deviations of 1.2 mS in $g_m$ and 5.3 fF in $C_{gs}$. These are well above the access contributions, with which they combine in quadrature. For these two elements, averaging over operating frequencies reduces independent noise, but not the shared access error. For $R_i$ the single measurement gives 0.42 ohm, nearly the size of $R_i$ itself and far above the access contribution.

## What a real device changes

Per millimetre of width, the example has $R_s=0.48$ ohm mm and $g_m=350$ mS/mm, roughly typical of radio-frequency gallium nitride HEMTs. Its $C_{gs}$ of 450 fF is close to the planar 421 fF, but this is only a comparison of size: in saturation the channel contributes less than the planar value, while fringing fields at the gate edges add to it. Self-heating in power operation strains the assumption that cold resistances persist. So does high current, which can raise the differential resistance of the ungated source region even without heating, as the electron velocity begins to saturate. If both access resistances rise by a factor 1.68, as for 400 K instead of 300 K with mobility falling as $T^{-1.8}$, while the intrinsic device is held fixed, the extracted $g_m$ is 16 mS (11%) too low and $C_{gs}$ 39 fF (9%) too low. The extracted $R_i$ is then 0.71 ohm too high, more than double its true value. This scales the contact resistance too, which need not follow the same law. Calibration errors also do not average like noise: an offset of 0.05 ohm in $R_s$ would shift $g_m$ by about 1 mS.

Other omissions were sized by passing altered data through the same extraction:

- If $R_c$ follows $(V-V_t)^{-0.9}$, with its value at 1 V above threshold held fixed, $R_s$ shifts by $+0.023$ ohm and $g_m$ by $+0.5$ mS, each about 2.5 standard deviations.
- Electron inertia multiplies $R_c$ by $1+i\omega\tau_m$, with $\tau_m=0.17$ ps here. It shifts $L_s$ by $+0.09$ pH, three standard deviations, and leaves $g_m$ essentially unchanged.
- Pad capacitances of 5 fF left at both ports raise $C_{gs}$ by 5.1 fF.
- A gate leakage conductance of 0.039 mS shifts $R_g$ by $+0.018$ ohm, with negligible effect on $g_m$.
- $C_g$ is not constant in a real channel, because the Fermi level and the centroid of the electron sheet move with density. A hard-wall Schrödinger–Poisson estimate, with the density at $-2.6$ V held fixed, gives about 340 fF there and 380 fF at 0 V. A fit with one $C_g$ then leaves residuals of more than four noise deviations, so $C_g$ should be free at each bias. Even so, the curved charge law shifts $R_s$ by about $-0.014$ ohm and $g_m$ by $-0.3$ mS.
- Fringing capacitance at the gate edges changes the fractions 1/3 and, if unequal, 1/2. With 45 fF at each edge $R_g$ shifts by $-0.03$ ohm, over three standard deviations. With 45 fF at the source edge and 60 fF at the drain edge, $R_s$ shifts by $+0.012$ ohm and $g_m$ by $+0.24$ mS. The residuals stay near a tenth of the noise, so the fit does not reveal these shifts.

The covariance therefore describes random cold-measurement error within the assumed circuit. For this example, uncertainty about the access resistance at operating temperature can be far larger. The circuit algebra contains no physical constants and holds unchanged in atomic units, where the extracted values are $g_m=575\,e^2/\hbar$ and $C_{gs}=7.64\times10^7$. The remaining elements and their uncertainties are in the numerical output.

## Numbers as computed

```
gate 250 nm x 400 um, barrier 20 nm, permittivity 9.5
mobility 1500 cm2/Vs, mass 0.2 m_e
cold gate voltages (V): -2.6 -2.2 -1.8 -1.0 0.0
cold frequencies 2 to 40 GHz, 20 points; operating 10 GHz
S noise per component 0.002; near a short 0.050 ohm
Rch from 2.477 to 0.330 ohm
line term -Rch^2 Cg/24 at lowest bias -0.1075 pH
singular-value ratio: 2 biases 2.9e-09, 3 biases 2.8e-02
cold element: true, start, refined, sigma, sampled sigma
Rg      1.0000    1.0067    1.0030   0.0080   0.0083 ohm
Rs      1.2000    1.1911    1.2000   0.0094   0.0095 ohm
Rd      2.0000    2.0081    2.0163   0.0109   0.0107 ohm
Lg     40.0000   39.9958   39.9866   0.0548   0.0526 pH
Ls      3.0000    2.9502    2.9966   0.0275   0.0276 pH
Ld     35.0000   35.3987   35.0451   0.0464   0.0479 pH
K       0.9907    1.0120    0.9765   0.0325   0.0327 ohm V
Vth    -3.0000   -3.0079   -2.9956   0.0112   0.0113 V
Cg      0.4206    0.4206    0.4205   0.0002   0.0002 pF
correlation Rs-Rd 0.480; gm-Cgs 0.9888
sigma Rs if Vth were known 0.0057 ohm
intrinsic: true, extracted, sigma, sampled, sigma without correlations
gm      140.0000  140.0150   0.1958   0.1981   0.1916 mS
gds       6.0000    5.9994   0.0070   0.0071   0.0072 mS
Cgs     450.0000  449.9087   0.5838   0.5911   0.6192 fF
Cgd      45.0000   45.0038   0.0260   0.0264   0.0267 fF
Cds     100.0000  100.0013   0.1975   0.2042   0.1677 fF
Ri        0.5000    0.4992   0.0129   0.0129   0.0153 ohm
tau       1.0000    0.9968   0.0018   0.0018   0.0018 ps
gm/Cgs  311.1111  311.2076   0.0703   0.0690   0.0702 rad/ns
low-frequency dgm/dRs 20.440 mS/ohm, dgm/dRd 0.840 mS/ohm
at 10 GHz dgm/dRs 20.389, dgm/dRd 0.840 mS/ohm
low-frequency dCgs/dRs 65.700, dCgs/dRd -6.570 fF/ohm
at 10 GHz dCgs/dRs 65.536, dCgs/dRd -6.555 fF/ohm
at 10 GHz dgm/dLs -0.2274 mS/pH, dRi/dLs -0.3236 ohm/pH
operating noise: gm 1.165 mS, Cgs 5.345 fF, Ri 0.420 ohm
heating factor of Rs and Rd 1.678; momentum time 0.171 ps
leak conductance 0.0387 mS; mobility law: Rch ~ overdrive^-0.9
neglected effect: shifts of Rg, Rs (ohm), Ls (pH), gm (mS), Cgs (fF), Ri (ohm)
access at 400 K    0.0000  -0.0000   0.0000  -15.747  -39.444   0.7081
mobility law      -0.0078   0.0233  -0.0016    0.496    1.379  -0.0123
kinetic induct.   -0.0003   0.0009   0.0869    0.000    0.015  -0.0258
5 fF pads         -0.0265  -0.0023  -0.0465   -0.146    5.103  -0.0324
1 uA gate leak     0.0176   0.0000  -0.0001    0.000    0.001  -0.0194
extracted gm 575.21 e^2/hbar; Cgs 7.6413e+07 atomic units
```
